# Longitudinal Nernst voltage of a laser-heated strip

## Problem

A thin conducting strip occupies $|y|<w/2$, has thickness $d$, and runs along $x$. A magnetic field $B$ points along $z$. A laser deposits power $P$ in a small spot, and the strip loses heat to its surroundings at a rate $G(T-T_0)$ per unit area. No current is drawn. The ends lie far beyond the heated region, at the common temperature $T_0$.

The material is uniform and isotropic, and the response is linear. With $\mathbf E=-\nabla\phi$, where $\phi$ is the electrochemical potential per unit charge,

$$E_x=\rho j_x+\rho_H j_y+S\,\partial_xT+NB\,\partial_yT,$$
$$E_y=\rho j_y-\rho_H j_x+S\,\partial_yT-NB\,\partial_xT .$$

Here $\rho_H$ is the Hall resistivity, $S$ the Seebeck coefficient and $N$ the Nernst coefficient. The temperature is taken as uniform through the thickness.

1. How does the end-to-end voltage $V=\phi(\text{left})-\phi(\text{right})$ depend on the temperature distribution?
2. Find $V$ for a spot centred at $y=u$.
3. What does a centred spot give, and does the answer survive if the coefficients depend on temperature?
4. Evaluate $V$ for a bismuth foil and decide what could mask it.

## Hints

- Integrate every equation along $x$ before doing anything with $y$. What does charge conservation say about $\int j_y\,dx$?
- The open circuit fixes the total current through each cross-section, not the current density at each point.
- For question 2, only a difference between two edge values is needed. Look for an auxiliary function whose slope is 1 at both edges.
- For question 3, rotate the strip by half a turn about the field direction.

## Solution

### 1. From the field to the edges

In the steady state $\partial_xj_x+\partial_yj_y=0$. Integrate over $x$ from end to end. Since $j_x=0$ at the open ends,

$$\frac{d}{dy}\int j_y\,dx=0 .$$

The integral is therefore the same at every $y$. It vanishes at the edges, which no current crosses, so it vanishes everywhere, and the Hall term in $E_x$ drops out of the integral along $x$. The Seebeck term drops out too, because $\int\partial_xT\,dx=T_{\rm right}-T_{\rm left}=0$.

At the cold ends both $\mathbf j$ and $\nabla T$ vanish, hence $\mathbf E=0$ and each end is an equipotential. The integral $\int E_x\,dx$ then equals $V$ at every $y$. Defining

$$J(y)=\int j_x\,dx,\qquad \Theta(y)=\int (T-T_0)\,dx,$$

we have

$$V=\rho J(y)+NB\,\Theta'(y).$$

The net current through every cross-section is zero, so $\int J\,dy=0$. Integrating over the width and dividing by $w$ gives

$$V=\frac{NB}{w}\int\left[T(x,\tfrac w2)-T(x,-\tfrac w2)\right]dx .$$

The interior temperature enters only through what it does to the edges. The relevant quantity is the edge difference integrated along the strip, in K mm; its value at a single $x$ is not enough.

The current density itself is not zero. From the equation before last, $J=(V-NB\,\Theta')/\rho$: the Nernst field varies across the width while $V$ does not, and closed current loops make up the difference.

### 2. Voltage against spot position

The transverse heat flux is $q_y=-\kappa\,\partial_yT+\kappa_H\,\partial_xT$, where $\kappa_H$ describes the thermal Hall effect. Integrated along $x$, the second term vanishes for equal end temperatures. With $p(y)$ the absorbed power per unit width, the heat balance is

$$\kappa d\,\Theta''-G\Theta=-p(y),\qquad \Theta'(\pm w/2)=0 .$$

Let $\lambda^2=\kappa d/G$ and choose

$$g(y)=\lambda\,\frac{\sinh(y/\lambda)}{\cosh(w/2\lambda)},\qquad g''=\frac{g}{\lambda^2},\qquad g'(\pm w/2)=1 .$$

Integration by parts gives

$$\int(g\Theta''-\Theta g'')\,dy=\left[g\Theta'-\Theta g'\right]_{-w/2}^{w/2}=-\left[\Theta(\tfrac w2)-\Theta(-\tfrac w2)\right].$$

On the left, insert $\Theta''=\Theta/\lambda^2-p/\kappa d$. The terms in $\Theta/\lambda^2$ cancel, leaving $-\int gp\,dy/\kappa d$. For a point spot $\int gp\,dy=Pg(u)$, so

$$V=\frac{NBP}{\kappa d\,w}\,\lambda\,\frac{\sinh(u/\lambda)}{\cosh(w/2\lambda)} .$$

A Gaussian spot of standard deviation $s$, well inside the strip, multiplies this by the average of $\cosh(\xi/\lambda)$ over the profile, which is $e^{s^2/2\lambda^2}$.

**Weak loss, $\lambda\gg w$.** Expanding to second order in $1/\lambda$,

$$V\simeq\frac{NBP}{\kappa d}\,\frac uw\left(1-\frac{w^2}{8\lambda^2}+\frac{u^2}{6\lambda^2}\right).$$

The leading term is linear in the offset and independent of the spot size.

**Strong loss, $\lambda\ll w$.** For $|u|\gg\lambda$ the ratio of hyperbolic functions tends to $\pm e^{-(w/2-|u|)/\lambda}$. Heat reaches an edge only if the spot lies within a few $\lambda$ of it, and the voltage is exponentially small otherwise.

### 3. The centred spot

Setting $u=0$ gives $V=0$. The two halves of the strip carry opposite Nernst fields, which drive loop currents but no net voltage.

The zero does not rest on constant coefficients. A half-turn about the $z$ axis through the centre of a symmetric spot leaves $B$, the strip and the heating unchanged, but exchanges the ends. Hence $V=-V=0$, provided the steady state is unique and the material is uniform apart from its temperature dependence.

The edge law is less robust. Take $\rho\propto T$, $S$ and $N\propto T^{-2}$, $\kappa\propto T^{-1}$, and ten times the power of the example below, for a peak rise of 55 K. An off-centre spot then gives 0.78 of the voltage that the edge law predicts with the 300 K value of $N$.

### 4. A bismuth foil

The coefficients are rough values for polycrystalline bismuth near 300 K: $N=30$ µV/(K T), $S=-70$ µV/K, $\rho=1.2$ µΩ m, $\kappa=8$ W/(m K). The self-supporting foil is 1 mm wide, 20 µm thick and 40 mm long, in 0.2 T. It absorbs 0.5 mW at $u=0.25$ mm, with $s=0.05$ mm. We assume a uniform, local loss of 10 W/(m² K) from each face, so $G=20$ W/(m² K). This is a round, illustrative value: in vacuum, black-body radiation removes at most about 6 W/(m² K) per face, while conduction into still air removes several times more from so narrow a strip, very roughly 40 W/(m² K) per face, which would about halve $\lambda$. Then

$$NB=30\times0.2=6.0\ \text{µV/K},\qquad \frac{P}{\kappa d}=\frac{0.5\times10^{-3}}{8\times20\times10^{-6}}=3.125\ \text{K},$$
$$\lambda=\sqrt{\frac{8\times20\times10^{-6}}{20}}\ \text{m}=2.83\ \text{mm}.$$

The linear law gives $6.0\times3.125\times0.25=4.69$ µV. Surface loss lowers this by 1.4%, to **4.62 µV**. A two-dimensional finite-element solution of the coupled heat and charge equations also gives 4.62 µV. Its integrated edge difference is 0.770 K mm, and $6.0\times0.770/1=4.62$ µV, as the edge law requires. The peak rise is 5.1 K, but the edges differ by only 0.87 K at the spot's position along the strip. Moving the spot to $u=0.10$ mm gives 1.85 µV, and to $u=-0.25$ mm, $-4.62$ µV.

**What real foils change.** The temperature dependence assumed in question 3 moves the voltage by $-1.2\%$ at this power. For a rough average mobility $\mu=1$ m²/(V s), $(\mu B)^2=4\%$ gives a first estimate of departures from linearity in $B$. Electrons in bismuth are much more mobile along some crystal axes than along others, so the actual departure can be larger.

Air around so thin a foil also carries heat from its warm side to its cool side, which a local loss coefficient does not describe. For still air with a conductivity of 0.026 W/(m K), this path alone lowers the linear-law voltage by about 13.5%, to roughly 4.05 µV. In vacuum it is absent.

Two other effects can exceed the signal:

- *Texture.* Bismuth crystals have different Seebeck coefficients along different axes. For a difference $\Delta S$ and a crystal axis tilted by $\theta$ in the plane, $E_x$ gains a term $A\,\partial_yT$ with $A=\tfrac12\Delta S\sin2\theta$. For a rough $\Delta S=50$ µV/K, $A$ reaches 25 µV/K, which is 4.2 times $NB$. Random grain orientations reduce the stray voltage only in proportion to the grain size. For random crystal axes, grains spanning the thickness and uniform resistivity, it is about 4 µV rms for 0.1 mm grains and 1 µV for 0.025 mm grains. Most of this scatter comes from the grain-to-grain variation of $S_{xx}$ acting on the gradient along the strip, and only a small part from $A$. A preferred in-plane direction tilted from the strip axis does not average out at all.
- *Unequal ends.* A difference $\delta T=T_{\rm right}-T_{\rm left}$ adds $S\,\delta T$. A mismatch of $4.62/70$ K $=66$ mK matches the signal in size.

Reversing $B$ largely separates these from the Nernst voltage if $A$ and $S$ are even in $B$. Onsager symmetry makes $\kappa_{yy}$ even, so for equal ends the edge difference is unchanged. With $A=25$ µV/K and $\delta T=50$ mK, the computed readings are 20.41 µV at $+B$ and 11.12 µV at $-B$. Half their difference is 4.64 µV.

This is 0.02 µV above the Nernst value, so the removal is not complete. With unequal ends the thermal Hall term no longer integrates away: zero heat flux at the edges now requires $\Theta'=\kappa_H\,\delta T/\kappa$. Through $A$ this adds about $A\kappa_H\,\delta T/\kappa$, which is odd in $B$. For the assumed $\kappa_H/\kappa=0.02$ it is $25\times0.02\times0.05=0.025$ µV, the right size. The estimate ignores surface loss and the region near the warmer end, so it gives only the rough size of the effect.

**Heat carried by the loops.** The currents also transport heat, $\Pi\,\mathbf j$, with Onsager's relation $\Pi_{ij}(B)=T\,S_{ji}(-B)$. Integrated along $x$, the transverse flux becomes $-\kappa\Theta'-TNB\,J$. Its average over the width is unaffected, because $\int J\,dy=0$. For $\lambda\gg w$ the loss is nearly uniform across the width, so energy conservation fixes the flux and hence the edge difference. The strength of the coupling is $\zeta=T(NB)^2/\rho\kappa=1.1\times10^{-3}$. Even with $N$ ten times larger, where $\zeta=0.11$, the computed voltage changes by only $-0.05\%$.

## Variation 1: conductivity graded across the width

*Let $\rho(y)=\rho_0/(1+2ay/w)$, with $N$ and $\kappa$ uniform. What does a centred spot give when $\lambda\gg w$?*

The relation $V=\rho(y)J+NB\,\Theta'$ still holds, but $\int J\,dy=0$ now weights each $y$ by its conductivity:

$$V\int\left(1+\frac{2ay}{w}\right)dy=NB\int\left(1+\frac{2ay}{w}\right)\Theta'\,dy .$$

The left side is $Vw$. For a centred spot $\int\Theta'\,dy=0$, so $V=(2aNB/w^2)\int y\,\Theta'\,dy$.

With nearly uniform loss, $\kappa d\,\Theta''=P/w-p(y)$. Integrating from the lower edge,

$$\kappa d\,\Theta'=P\left[\frac yw+\frac12-C(y)\right],$$

where $C(y)$ is the fraction of the power absorbed below $y$. The three terms contribute $w^2/12$, $0$ and, by parts, $-(w^2/8-s^2/2)$ to $\int y\,[\dots]\,dy$. The sum is $-w^2/24+s^2/2$, and

$$V=-a\left(\frac1{12}-\frac{s^2}{w^2}\right)\frac{NBP}{\kappa d}.$$

For $a=0.1$ this is $-0.1\times0.0808\times18.75=-0.152$ µV, in agreement with the finite-element value. The better-conducting side, where $\Theta'<0$, counts for more. To first order in $a$, the null moves to $u=0.152/18.75$ mm, about 8 µm towards that side.

In bismuth, electrons carry much of the heat, so $\kappa$ would probably be graded too, which weakens the effect. If $\kappa$ has the same relative grading as the conductivity, the weighted gradient $(1+2ay/w)\,\Theta'$ is proportional to the heat flux. For a centred spot and nearly uniform loss the flux integrates to zero across the width, and so $V\to0$ for $\lambda\gg w$. At the loss of the example about $-0.002$ µV remains.

## Variation 2: probes on one edge of a short strip

*The ends at $x=\pm X$ are held at $T_0$ by electrically insulating clamps, but $X$ is not much larger than $\lambda$. Both probes touch the lower edge. What does a centred spot give?*

Away from the spot, and for $\lambda\gg w$, $T-T_0=A_0\sinh[(X-|x|)/\lambda]$. Half the power flows each way, so $P=2\kappa dw\,(A_0/\lambda)\cosh(X/\lambda)$. The gradient at the ends is $\mp b$ at $x=\pm X$, with

$$b=\frac{A_0}{\lambda}=\frac{P}{2\kappa dw\cosh(X/\lambda)} .$$

Neglecting the small current there, $E_y=-NB\,\partial_xT$ is $+NBb$ at the right end and $-NBb$ at the left. The lower edge lies at $\phi_{\rm mean}+E_yw/2$. The width-averaged voltage is zero by the half-turn symmetry, so the probes read

$$V_{\rm lower}=-NBb\,w=-\frac{NBP}{2\kappa d\cosh(X/\lambda)} .$$

For a 12 mm strip this is $-2.22$ µV; the finite-element solution gives $-2.24$ µV. For the 40 mm strip the error is 0.016 µV in size. The half-turn maps the lower pair of probes onto the upper pair, so the upper edge reads the opposite voltage. Averaging the two edges restores the zero, as do ends so far away that the temperature gradient there vanishes. Metal clamps would also restore it, because they make each end an equipotential.

## Computed values

```
INPUTS (rough bismuth foil values and chosen geometry)
temperature 300 K; field 0.2 T
Nernst coefficient 30 uV/(K T)
Seebeck coefficient -70 uV/K
resistivity 1.2 uOhm m
thermal conductivity 8 W/(m K)
Hall coefficient -5.0e-07 m^3/C
thermal Hall ratio 0.02
width 1 mm; thickness 20 um
length 40 mm; absorbed power 0.5 mW
spot std. deviation 0.05 mm; offset 0.25 mm
surface exchange per face 10 W/(m^2 K)
black-body radiative part, per face 6.1 W/(m^2 K)
RESULTS
S_xy = N B: 6.0 uV/K
P/(kappa d): 3.125 K
thermal decay length: 2.83 mm
peak temperature rise: 5.16 K
edge difference at spot position x=0: 0.867 K
integrated edge difference: 0.7703 K mm
voltage, finite elements: 4.622 uV
voltage, closed form: 4.622 uV
voltage, linear law without loss: 4.688 uV
offset -0.25 mm: finite elements -4.622 uV, formula -4.622 uV
offset +0.00 mm: finite elements -0.000 uV, formula 0.000 uV
offset +0.10 mm: finite elements 1.847 uV, formula 1.847 uV
offset +0.25 mm: finite elements 4.622 uV, formula 4.622 uV
LIMITS AND NEGLECTED EFFECTS
surface loss, change from linear law: -1.40 %
assumed powers of T: rho 1, S and N -2, kappa -1
voltage change from those powers: -1.23 %
tenfold power: peak rise off centre 55.0 K
tenfold power: V/(edge law at 300 K N) 0.782
mobility 1 m^2/(V s): (mobility*B)^2 = 4 %
Hall angle tangent: 0.083
largest anisotropic S_xy: 25 uV/K, 4.2 times N B
end mismatch giving the same voltage: 66 mK
anisotropy plus 50 mK mismatch, +B: 20.408 uV
same sample, -B: 11.120 uV; half difference: 4.644 uV
conductivity gradient a=0.1, centred spot: -0.152 uV (formula -0.152 uV)
edge-probe error, 40 mm strip: 0.0159 uV
centred spot, 12 mm strip, bottom-edge probes: -2.238 uV (formula -2.216 uV)
feedback strength zeta: 1.13e-03
tenfold N: zeta 0.113, voltage change -0.047 %
face-to-face temperature drop, upper estimate: 0.080 K
```
